# Stationary points of a three-component Landau polynomial by isotropy subspaces

To read phases and barriers from a Landau polynomial, one must know which of its stationary polarization states are minima and which are not. A minimization restricted to one symmetry cannot settle this: the state it returns may be unstable against a component that was held at zero or tied to another. The scheme below lists all stationary points of the sixth-order cubic polynomial from quadratic equations, then classifies each with the full Hessian.

## Model and conventions

The crystal is homogeneous, stress-free, at zero field and fixed temperature, with a parent phase of symmetry m-3m. Fluctuations are neglected. With $x_i=P_i^2\ge 0$,

$$F=a_1\sum_i x_i+a_{11}\sum_i x_i^2+a_{12}\sum_{i<j}x_ix_j+a_{111}\sum_i x_i^3+a_{112}\sum_{i\ne j}x_i^2x_j+a_{123}x_1x_2x_3 .$$

Three combinations control the low-symmetry points:

$$B=a_{12}-2a_{11},\quad D=a_{112}-3a_{111},\quad K=3a_{111}-3a_{112}+a_{123}.$$

I assume $D\neq0$, $K\neq0$, nondegenerate stationary points, and a sixth-order part that is positive for every direction of $\mathbf P$.

Sign changes and permutations bring any $\mathbf P$ to one of seven patterns, with $a,b,c$ nonzero and distinct. Their orbit sizes are 000 (1), a00 (6), aa0 (12), aaa (8), ab0 (24), aab (24) and abc (48).

## Why the reduction is allowed

Invariance of $F$ gives $\nabla F(g\mathbf P)=g\nabla F(\mathbf P)$ for each symmetry operation $g$. If $g\mathbf P=\mathbf P$, then $\nabla F(\mathbf P)=g\nabla F(\mathbf P)$. The gradient therefore lies in the subspace fixed by the isotropy group of $\mathbf P$. If its components within that subspace vanish, it vanishes completely. This argument concerns first derivatives; it says nothing about curvature out of the subspace.

Write $G_i=\partial F/\partial x_i$. Since $\partial F/\partial P_i=2P_iG_i$, each component satisfies either $P_i=0$ or $G_i=0$.

## Excluding the general pattern

Let $e_1=\sum x_i$, $e_2=\sum_{i<j}x_ix_j$ and $e_3=x_1x_2x_3$. The identities

$$\sum x_i^2=e_1^2-2e_2,\quad \sum x_i^3=e_1^3-3e_1e_2+3e_3,\quad \sum_{i\ne j}x_i^2x_j=e_1e_2-3e_3$$

turn the polynomial into

$$F=a_1e_1+a_{11}e_1^2+Be_2+a_{111}e_1^3+De_1e_2+Ke_3 .$$

Define $f_1=\partial F/\partial e_1=a_1+2a_{11}e_1+3a_{111}e_1^2+De_2$ and $f_2=\partial F/\partial e_2=B+De_1$. Because $\partial e_2/\partial x_i=e_1-x_i$ and $\partial e_3/\partial x_i=x_jx_k$,

$$G_i=f_1+f_2(e_1-x_i)+Kx_jx_k,\qquad G_1-G_2=(x_2-x_1)(f_2+Kx_3).$$

For abc all $G_i$ vanish and all $x_i$ differ, so $f_2+Kx_3=0$. The pair 2,3 likewise gives $f_2+Kx_1=0$. Subtraction yields $K(x_3-x_1)=0$, a contradiction. No abc point exists when $K\ne0$.

## The quadratic equations

Direct differentiation gives

$$G_1=a_1+2a_{11}x_1+a_{12}(x_2+x_3)+3a_{111}x_1^2+a_{112}[2x_1(x_2+x_3)+x_2^2+x_3^2]+a_{123}x_2x_3 .$$

Inserting $(x,0,0)$, $(q,q,0)$ and $(r,r,r)$ produces the three line equations:

$$a_1+2a_{11}x+3a_{111}x^2=0,$$
$$a_1+(2a_{11}+a_{12})q+3(a_{111}+a_{112})q^2=0,$$
$$a_1+2(a_{11}+a_{12})r+(3a_{111}+6a_{112}+a_{123})r^2=0 .$$

**ab0.** With $x_3=0$ and $x_1\ne x_2$, the difference $G_1-G_2=0$ gives $f_2=0$, and then $G_1=0$ gives $f_1=0$. For $s=x_1+x_2$ and $p=x_1x_2$,

$$s=-\frac BD,\qquad p=-\frac{a_1+2a_{11}s+3a_{111}s^2}{D}.$$

The components are the roots of $t^2-st+p=0$. They are positive and distinct when $s>0$ and $0<p<s^2/4$. There is at most one such orbit.

**aab.** Put $x=(u,u,v)$ with $u\ne v$. Now $G_1-G_3=(v-u)(f_2+Ku)=0$ requires $f_2=-Ku$, or $B+D(2u+v)+Ku=0$. Hence

$$v=\alpha+\beta u,\qquad \alpha=-\frac BD,\qquad \beta=-\frac{2D+K}{D}.$$

The remaining condition is $G_3=f_1+2uf_2+Ku^2=f_1-Ku^2=0$. With $\gamma=2+\beta$, the invariants are $e_1=\alpha+\gamma u$ and $e_2=u^2+2uv=2\alpha u+(1+2\beta)u^2$. Collecting powers of $u$ gives $c_2u^2+c_1u+c_0=0$, where

$$c_2=3a_{111}\gamma^2+D(1+2\beta)-K,$$
$$c_1=2a_{11}\gamma+6a_{111}\alpha\gamma+2D\alpha,$$
$$c_0=a_1+2a_{11}\alpha+3a_{111}\alpha^2 .$$

There are at most two orbits, each needing $u>0$ and $v>0$.

## Stability in the full space

Differentiating $2P_iG_i$ gives

$$H_{ij}=2\delta_{ij}G_i+4P_iP_jG_{ij},\qquad G_{ij}=\frac{\partial^2F}{\partial x_i\partial x_j}.$$

A zero component contributes $2G_i$, which need not be positive.

If $x_1=x_2$, the displacement $(t,-t,0)$ in $x$-space keeps $e_1$ fixed and changes $e_2$ by $-t^2$ and $e_3$ by $-t^2x_3$. The energy changes by $-t^2(f_2+Kx_3)$, so $G_{11}-G_{12}=-(f_2+Kx_3)$. The curvatures on the lines follow.

- 000: $2a_1$, three times.
- a00: $4x(2a_{11}+6a_{111}x)$ along the line, and $2(a_1+a_{12}x+a_{112}x^2)$ twice.
- aa0: $4q[2a_{11}+a_{12}+6(a_{111}+a_{112})q]$ along the line, $-4q(B+2Dq)$ in the plane, and $2[a_1+2a_{12}q+(2a_{112}+a_{123})q^2]$ out of it.
- aaa: $8r[a_{11}+a_{12}+(3a_{111}+6a_{112}+a_{123})r]$ along the line, and $-4r[B+(3D+K)r]$ twice.

**ab0 is a saddle.** Since $f_1=f_2=0$, the second-derivative matrix in $x$ is $J^{T}MJ$. Here $M$ is the Hessian in $(s,p)$ and $J$ is the Jacobian of $(s,p)$ with respect to $(x_1,x_2)$:

$$M=\begin{pmatrix}F_{ss}&D\\D&0\end{pmatrix},\qquad J=\begin{pmatrix}1&1\\x_2&x_1\end{pmatrix}.$$

The zero appears because $F$ is linear in $p$. With $\det M=-D^2$, $\det J=x_1-x_2$ and a factor $16x_1x_2=16p$ from $4P_iP_j$, the in-plane determinant is $-16pD^2(x_1-x_2)^2<0$. The out-of-plane curvature is $2G_3=2Kp$. The index, meaning the number of negative curvatures, is thus 1 for $K>0$ and 2 for $K<0$.

**aab is a saddle.** Along $(1,-1,0)$ in $x$-space the second derivative is $-2(f_2+Kv)=2K(u-v)$. Along $(1,1,-2)$, $e_1$ is again fixed; the $t^2$ terms of $e_2$ and $e_3$ are $-3$ and $v-4u$. The second derivative is

$$2[-3f_2+K(v-4u)]=2[3Ku+Kv-4Ku]=-2K(u-v).$$

The two have opposite signs. All $P_i$ are nonzero and all $G_i$ vanish, so $H_{ij}=4P_iP_jG_{ij}$ has the same signature as $G_{ij}$.

At sixth order, then, minima can occur only in 000, a00, aa0 and aaa. The proof uses linearity in $e_2$ and $e_3$, which the eighth-order term $e_2^2$ destroys. In dimensionless form,

$$F_8=(e_1-1)^2+10\left(e_2-\tfrac{3}{16}\right)^2+5e_3$$

is nonnegative and vanishes at $x=(3/4,1/4,0)$. Its curvatures there are 1.39, 1.88 and 21.6, so this ab0 point is a minimum.

## Pseudocode

```
input a1, a11, a12, a111, a112, a123
scale x and F so coefficients are of order one
compute B, D, K; stop if D or K is near zero
points = {000}
solve the a00, aa0, aaa quadratics; keep positive roots
s, p -> ab0; keep if s > 0 and 0 < p < s^2/4
c2, c1, c0 -> u; v = alpha + beta*u
    keep aab if u > 0, v > 0, u != v
for each point:
    P = sqrt(x)
    check 2*P_i*G_i = 0 from the original F
    diagonalize the full 3x3 Hessian
    index = number of negative eigenvalues
    flag eigenvalues indistinguishable from zero
check sum(orbit_size * (-1)^index) = 1
```

## Cost and audits

There are five quadratics and at most ten orbits, including the origin, so at most ten $3\times3$ Hessians are diagonalized. The cost per coefficient set is fixed.

The last line of the pseudocode is a topological check. The positive sixth-order part makes the gradient point outward on a large sphere, so it can be deformed there into $\mathbf P$ without vanishing. Its degree is 1. Each nondegenerate zero contributes the sign of $\det H$, which is $(-1)^{\text{index}}$.

This sum misses errors that cancel, such as two lost orbits of equal size and opposite parity. A stronger audit counts complex roots. One, two or three equations $G_i=0$ of second degree have at most 2, 4 or 8 isolated solutions. When no leading coefficient vanishes, the scheme supplies 2, then $2+2$ (aa0 and two orderings of ab0), then $2+2\times3$ (aaa and three positions of $v$ for each aab root). For the example below, an eigenvalue solver that makes no use of symmetry found the same 2, 4 and 8 roots.

## Numerical stability and failure modes

- **Cancellation.** For $Ax^2+bx+c=0$ with $b\neq0$, compute $w=-\tfrac12[b+\mathrm{sign}(b)\sqrt{b^2-4Ac}]$ and use the roots $w/A$ and $c/w$. This avoids subtracting nearly equal numbers outside the square root.
- **Small $D$.** The coefficient $\beta$ becomes large, and so does $\alpha$ unless $B$ is also small. Solve instead for $u=-(B+Dv)/(2D+K)$ and obtain a quadratic in $v$. At $D=0$, $B\ne0$, there is no ab0 point and $u=-B/K$.
- **$K=0$.** The conditions $f_1=f_2=0$ fix $e_1$ and $e_2$ but leave $e_3$ free. Where the resulting $x_i$ are positive, a whole arc of abc points is stationary, and a list of isolated points is the wrong output.
- **Merging orbits.** An aab root with $u=v$ belongs to aaa, and one with $v=0$ to aa0. A curvature vanishes in either case; if no other curvature is negative, higher derivatives must decide stability.
- **$c_2=0$.** This can happen with $D,K\neq0$ and a positive sixth-order part, for example $a_{111}=2$, $a_{112}=7$, $a_{123}=16$ in scaled units. The aab equation becomes linear, and its single root is $c/w$. The three equations then have 5 roots instead of 8, and the root count must allow for this.
- **Field or stress.** A general field or stress lowers the symmetry. The pattern list must then be rebuilt.

## Worked example

Apart from $a_{123}$, the round coefficients lie roughly in the regime of barium titanate near room temperature; they are not a fitted set. The sign of $a_{123}$ is chosen so that every allowed pattern occurs, not to represent the material. In SI units,

$$a_1=-2.8\times10^7,\quad a_{11}=-6.5\times10^8,\quad a_{12}=3.2\times10^8,$$
$$a_{111}=8.0\times10^9,\quad a_{112}=4.5\times10^9,\quad a_{123}=-5.0\times10^9 .$$

Thus $B=(0.32+1.30)\times10^9=1.62\times10^9$, $D=(4.5-24)\times10^9=-1.95\times10^{10}$ and $K=(24-13.5-5)\times10^9=5.5\times10^9$.

For ab0, $s=1.62/19.5=0.08308$ and $p=2.964\times10^7/(1.95\times10^{10})=1.520\times10^{-3}$. The roots are $x=0.0559$ and $0.0272$ C²/m⁴. For aab,

$$u=\frac{2.482\times10^9\pm9.77\times10^8}{8.782\times10^{10}}=0.0394,\ 0.0171,$$

and $v=0.08308-1.718u=0.0154,\ 0.0536$.

| Point | $\lvert P_i\rvert$ (µC/cm²) | $F$ (MJ/m³) | Index |
|---|---|---:|---:|
| 000 | 0, 0, 0 | 0 | 3 |
| a00 | 26.6, 0, 0 | −2.401 | 0 |
| aa0 | 20.8, 20.8, 0 | −2.233 | 0 |
| aaa | 18.1, 18.1, 18.1 | −2.197 | 0 |
| ab0 | 23.6, 16.5, 0 | −2.225 | 1 |
| aab | 19.8, 19.8, 12.4 | −2.187 | 1 |
| aab | 13.1, 13.1, 23.2 | −2.164 | 2 |

The index sum is $-1+6+12+8-24-24+24=1$. Losing both aab orbits would leave it unchanged, which is why the root count matters.

Downhill paths started on either side of the index-one saddles show that ab0 joins a00 to aa0, while aab joins aa0 to aaa. No index-one saddle joins a00 directly to aaa for these coefficients.

Changing only $a_{123}$ to $+5.0\times10^9$ removes both aab orbits. The aaa point then has curvature $+30.1$ kV/cm per µC/cm² along its line, but $-4.3$ in both transverse directions. A one-dimensional search would call it a minimum; in full space its index is 2.

## Loss of stability under a reversed field

A field of magnitude $E$ opposite to the polarization of a00 keeps the axial state symmetric, with $x=P^2$ and $E=-2P(a_1+2a_{11}x+3a_{111}x^2)$. Longitudinal stability ends at $2a_1+12a_{11}x+30a_{111}x^2=0$, and transverse stability at $a_1+a_{12}x+a_{112}x^2=0$. With the original coefficients these occur at 0.167 and 0.144 MV/cm, so the transverse instability comes first.

This was tested at 1.03 times the transverse field. Starting from the zero-field polarization, a purely axial state settled at $+22.3$ µC/cm². With initial transverse components of 0.01 and 0.005 µC/cm², it reversed to $-28.6$ µC/cm². A scalar model would therefore overestimate the uniform switching field by about 16% relative to the full-space value.

## Comparison with a real crystal

Barium titanate is tetragonal at room temperature, with a polarization of roughly 25 µC/cm², close to the a00 result. The metastable aa0 and aaa states belong to the chosen coefficients and are not observations. Bulk crystals can switch at fields of order 1 kV/cm, about two orders of magnitude below 144 kV/cm. The assumption they break is uniform reversal: domains nucleate and their walls move.

Other omissions matter too. With rough elastic and electrostrictive constants, holding a00 at the cubic shape with $P$ fixed costs 3.3 MJ/m³, more than its 2.4 MJ/m³ well depth. If $P$ relaxes along its axis, a shallower well remains, about 0.6 MJ/m³ deep at 18 µC/cm². Stress-free coefficients should therefore not be used for a clamped crystal. For a plate polarized along its normal, with an assumed background relative permittivity of 7, the unscreened depolarizing field is about 43 MV/cm; with $P$ held at its zero-field value, leaving 0.34% of the charge unscreened would give the transverse switching field. Since $P$ has fallen to 22.6 µC/cm² at the instability, the share needed is about 0.40% if the screening charge stays a fixed fraction of the current $P$. If the screening charge is instead a fixed amount, the fall of $P$ nearly cancels the field, and about 15% of the original charge must be missing. The transverse switching field is 0.14 of an assumed 1 MV/cm breakdown strength, a value more typical of good thin films; thick crystals can break down at much lower fields, so this margin need not exist in them.

The barrier from a00 to aa0 is 0.070 meV per cell, against $k_BT=25.9$ meV at 300 K. Cells do not switch independently, however. If a cube switched uniformly without surface energy, a $40k_BT$ barrier would need an edge of about 10 nm. Finally, raising $a_1$ by its rough 10 K drift, with the other coefficients fixed, increases the aa0–a00 energy gap from 0.169 to 0.220 MJ/m³. The size of the gap is thus sensitive to modest temperature changes, although a00 stays lower than aa0 here. The same shift lowers the softest aa0 curvature from 1.23 to 0.21 kV/cm per µC/cm², and by 15 K aa0 is a saddle, so its metastability is fragile. Fitted sixth-order sets may also let $a_{11}$ and $a_{111}$ drift, which changes these numbers. The numerical output below gives the remaining curvatures and intermediate values.

## Values computed for the example and the checks

```
a1 = -2.80e+07 J m/C2; a11 = -6.50e+08, a12 = 3.20e+08 J m5/C4
a111 = 8.00e+09, a112 = 4.50e+09, a123 = -5.00e+09 J m9/C6
B = 1.620e+09 J m5/C4; D = -1.950e+10, K = 5.500e+09 J m9/C6
ab0: s = 0.083077 C2/m4, p = 1.5201e-03 C4/m8
aab: v = alpha + beta u, alpha = 0.083077 C2/m4, beta = -1.71795
aab quadratic, coefficients of u^2, u, 1 (SI): 4.39093e+10, -2.48193e+09, 2.96426e+07
Points: P in uC/cm2, x in C2/m4, F in MJ/m3
Curvatures (curv) in kV/cm per uC/cm2
000 P=(0.00, 0.00, 0.00) F=0.0000 orbit=1 index=3
   x=(0.00000, 0.00000, 0.00000) curv=(-5.600, -5.600, -5.600)
a00 P=(26.58, 0.00, 0.00) F=-2.4015 orbit=6 index=0
   x=(0.07067, 0.00000, 0.00000) curv=(3.419, 3.419, 59.151)
aa0 P=(20.82, 20.82, 0.00) F=-2.2326 orbit=12 index=0
   x=(0.04336, 0.04336, 0.00000) curv=(1.229, 1.453, 39.395)
aaa P=(18.13, 18.13, 18.13) F=-2.1971 orbit=8 index=0
   x=(0.03287, 0.03287, 0.03287) curv=(1.604, 1.604, 31.077)
ab0 P=(23.64, 16.50, 0.00) F=-2.2253 orbit=24 index=1
   x=(0.05587, 0.02721, 0.00000) curv=(-1.741, 1.672, 43.627)
aab P=(19.84, 19.84, 12.42) F=-2.1867 orbit=24 index=1
   x=(0.03938, 0.03938, 0.01542) curv=(-1.294, 2.076, 34.275)
aab P=(13.09, 13.09, 23.16) F=-2.1640 orbit=24 index=2
   x=(0.01714, 0.01714, 0.05363) curv=(-2.551, -1.376, 40.068)
Sum of (-1)^index over all 99 points: 1
Saddle ab0 joins a00 and aa0, F = -2.2253 MJ/m3
Saddle aab joins aa0 and aaa, F = -2.1867 MJ/m3
Free random sets: 300 index sums, 40 full complex root sets
Monoclinic orbits there, all saddles: ab0 8, aab 13
Sets with a planted monoclinic point, all recovered: 200
Monoclinic orbits there, all saddles: ab0 135, aab 157
a123 reversed to 5.0e+09 J m9/C6: aab orbits 0
  aaa |P_i| = 17.03 uC/cm2, curvature on its line 30.060
  its full curvatures (-4.321, -4.321, 30.060) kV/cm per uC/cm2
Eighth-order ab0 minimum, curvatures (no unit): 1.388, 1.875, 21.612
Transverse loss: P = 22.58 uC/cm2, E = 0.1441 MV/cm
Longitudinal loss: P = 19.63 uC/cm2, E = 0.1667 MV/cm
Final Pz at 0.97 of transverse field, kicked: 22.82 uC/cm2
Final Pz at 1.03, kicked: -28.58; on axis: 22.31 uC/cm2
Rough inputs: T = 300 K, Q11 = 0.100, Q12 = -0.035 m4/C2
  c11 = 180, c12 = 80 GPa, background permittivity 7
  breakdown 1.0 MV/cm, da1/dT = 3.3e+05 J m/(C2 K), cell 0.4 nm
Full clamping energy of a00 at cubic shape: 3.29 MJ/m3
Barrier a00 to aa0: 0.1762 MJ/m3 = 0.0704 meV per cell
kT = 25.85 meV; cube edge for a 40 kT barrier: 9.80 nm
Unscreened depolarizing field: 42.9 MV/cm
Unscreened charge share that gives the transverse field: 0.336 %
Transverse field / breakdown field: 0.144
F(aa0)-F(a00): 0.1688 MJ/m3; a1 warmed by 10 K: 0.2195 MJ/m3
```
